# Triplet instability and the Fermi-contact coupling of HD: RHF against CASSCF(2,2)

## Conventions

The nuclei of HD are held fixed at distance $R$; $A$ is the proton and $B$ the deuteron. Orbitals are real, the electrons are non-relativistic, and atomic units are used unless a unit is given. The electronic Hamiltonian does not distinguish the isotopes, so it has the inversion symmetry of H$_2$.

The coupling constant $J$ is defined by the energy $hJ\,\mathbf I_A\cdot\mathbf I_B$. Of its several contributions only the Fermi-contact one is treated. An electron with moment $-g_e\mu_B\mathbf s$ and a nucleus with moment $\gamma_K\hbar\mathbf I_K$ have the contact energy
$$h\nu_K\,\delta(\mathbf r_K)\,\mathbf s\cdot\mathbf I_K,\qquad h\nu_K=\frac{2\mu_0}{3a_0^3}\,g_e\mu_B\gamma_K\hbar ,$$
with $\mathbf s$ and $\mathbf I_K$ dimensionless and $\delta$ in $a_0^{-3}$. For a singlet the contact coupling is isotropic, so the $z$ components suffice. Let
$$V_K=\sum_i\delta(\mathbf r_{iK})s_{iz},\qquad X=\left.\frac{\partial^2E}{\partial\lambda_A\partial\lambda_B}\right|_0$$
for the perturbation $\lambda_AV_A+\lambda_BV_B$. Here $\lambda_K=h\nu_KI_{Kz}/E_h$, and the bilinear energy is $E_h\lambda_A\lambda_BX$. Equating it to $hJI_{Az}I_{Bz}$ gives
$$J=\nu_A\nu_B\frac{h}{E_h}X=(466.1\ \mathrm{Hz})\,X .$$

A two-electron state with $M_s=0$ is a normalized matrix $C_{pq}$: the $\alpha$ electron is in orbital $p$, the $\beta$ electron in $q$. Singlets are symmetric matrices, triplets antisymmetric ones. With $(d_K)_{pq}=\phi_p(K)\phi_q(K)$,
$$(HC)_{pq}=\sum_r(h_{pr}C_{rq}+C_{pr}h_{rq})+\sum_{rs}(pr|qs)C_{rs},\qquad V_KC=\tfrac12(d_KC-Cd_K).$$
If $C$ is symmetric, $V_KC$ is antisymmetric: the contact field mixes triplets into the singlet. A single determinant is a matrix of rank 1, and a CAS(2,2) state has rank at most 2.

## The two-orbital model: RHF

Take one even orbital $g$ and one odd orbital $u$. Write $e_{pq}$ for the matrix with a single 1 at position $pq$, and $T=(e_{gu}-e_{ug})/\sqrt2$ for the triplet. With $K=(gu|gu)$,
$$E_{gg}=2h_g+(gg|gg),\quad E_{uu}=2h_u+(uu|uu),\quad E_T=h_g+h_u+(gg|uu)-K,$$
and $\langle gg|H|uu\rangle=K$. This $K$ is positive, being the self-repulsion of the charge distribution $gu$. Let $d=E_T-E_{gg}$.

The RHF state is $e_{gg}$. A spin-dependent field makes the two spin orbitals different:
$$a=g\cos x-u\sin x,\qquad b=g\cos x+u\sin x .$$
The product $C=ab^T$ is
$$C=\cos^2x\,e_{gg}-\sin^2x\,e_{uu}+\sqrt2\sin x\cos x\,T .$$
$H$ does not mix singlets and triplets, so
$$E(x)=\cos^4x\,E_{gg}+\sin^4x\,E_{uu}-2\sin^2x\cos^2x\,K+2\sin^2x\cos^2x\,E_T .$$
Using $\cos^4x=1-2x^2+\dots$,
$$E(x)=E_{gg}+2\mu x^2+\dots,\qquad \mu=d-K .$$

The term $-K$ carries the explanation. The matrix of a determinant has rank 1, so $C_{gg}C_{uu}=C_{gu}C_{ug}$. With a triplet amplitude $\sqrt2x$ and no singlet $gu$ component, $C_{gu}=-C_{ug}=x$ to leading order, and this forces the amplitude $-x^2$ on $e_{uu}$. That amplitude is of second order, but it couples directly to $e_{gg}$ and contributes $-2x^2K$. I call this the bending term, because it comes from the curvature of the set of determinants. Its sign is that of left-right correlation: the determinant gains correlation energy by giving up spin symmetry.

For the field, set $q_K=g(K)u(K)$. Since $u$ is odd, $q_B=-q_A$; write $q=q_A$. Then $V_Ke_{gg}=-q_KT/\sqrt2$, and the linear energy is $2(\sqrt2x)\sum_K\lambda_K(-q_K/\sqrt2)=-2x\sum_K\lambda_Kq_K$. Minimizing $2\mu x^2-2x\sum_K\lambda_Kq_K$ gives $x=\sum_K\lambda_Kq_K/(2\mu)$ and the energy $-(\sum_K\lambda_Kq_K)^2/(2\mu)$, hence
$$X_{\rm RHF}=-\frac{q_Aq_B}{\mu}=\frac{q^2}{d-K}.$$

To see that $\mu$ changes sign, write $g,u=(a_0\pm b_0)/\sqrt2$ with $a_0,b_0$ localized on $A$ and $B$. At large $R$ the product $a_0b_0$ vanishes, so $g^2$ and $u^2$ both tend to $(a_0^2+b_0^2)/2$, and $gu$ to $(a_0^2-b_0^2)/2$. Then $h_u-h_g\to0$, the three Coulomb integrals become equal, and
$$K\to\tfrac12[(a_0a_0|a_0a_0)-(a_0a_0|b_0b_0)],\qquad d\to-K,\qquad \mu\to-2K<0 .$$
At short $R$, where $h_u-h_g$ is large enough, $\mu$ is positive. By continuity it vanishes at some finite $R_c$, the triplet instability. If the crossing has slope $\mu'<0$, then near it
$$X_{\rm RHF}\simeq\frac{q^2}{|\mu'|(R_c-R)},$$
which tends to $+\infty$ from below and $-\infty$ from above. Beyond $R_c$ the RHF state is a saddle point: an unrestricted determinant has lower energy, and $X_{\rm RHF}$ is no longer the response of a minimum.

## The same model with CAS(2,2)

The singlet is now $c_1e_{gg}+c_2e_{uu}$. With $\Delta=(E_{uu}-E_{gg})/2$, the lower root of its $2\times2$ problem is
$$E_S=E_{gg}-E_c,\qquad E_c=\sqrt{\Delta^2+K^2}-\Delta>0,\qquad \frac{c_2}{c_1}=-\frac{E_c}{K}.$$
The triplet amplitude is an independent linear coefficient, so no second-order $e_{uu}$ is forced in and there is no bending term. From $V_Ke_{uu}=+q_KT/\sqrt2$,
$$\langle T|V_K|S\rangle=-\frac{q_K(c_1-c_2)}{\sqrt2}.$$
The second-order energy is $-(\sum_K\lambda_K\langle T|V_K|S\rangle)^2/(E_T-E_S)$. Its mixed derivative is
$$X_{\rm CAS}=-\frac{2\langle T|V_A|S\rangle\langle T|V_B|S\rangle}{E_T-E_S}=\frac{q^2(c_1-c_2)^2}{d+E_c}.$$

At $R_c$ we have $d=K$. The RHF denominator is zero, while the CAS denominator is $K+E_c>0$. The RHF pole therefore does not signal a singlet-triplet degeneracy: the triplet still lies $K$ above the RHF energy.

Both changes matter. Removing the bending term but keeping the RHF reference energy would give $q^2/d$. Since $d$ runs from $K$ at $R_c$ to $-K$ at large $R$, that expression also has a pole, at a larger distance. The lowering $E_c$ of the singlet is needed as well. For $d\ge0$ the CAS gap is positive. For $d<0$, with $\Delta\ge0$, it is positive if $K^2>|d|(|d|+2\Delta)$, which depends on the integrals.

At large $R$, $\Delta\to0$, $E_c\to K$ and $d\to-K$, so the gap closes. Also $c_1-c_2\to\sqrt2$. If the orbitals are optimized for the CAS state, $a_0$ and $b_0$ become hydrogen orbitals, so $q\to\rho/2$, where $\rho$ is the density of a hydrogen atom at its nucleus. Therefore
$$X_{\rm CAS}\to\frac{\rho^2}{2(E_T-E_S)} .$$
The coupling is finite at each finite $R$ with a non-zero gap, but its magnitude grows without bound as the gap closes for $R\to\infty$. This growth expresses a real near-degeneracy. Second-order theory itself fails once the gap is comparable with the hyperfine energy.

## Many orbitals

In a larger basis the orbitals also respond. Let $i,j$ label the occupied or active orbitals and $a,b$ the virtual ones. Put $D=\mathrm{diag}(c_1,c_2,0,\dots)$ in natural orbitals, or $c_1=1$ alone for RHF. Rotating the $\alpha$ orbitals by $e^{\kappa}$ and the $\beta$ orbitals by $e^{-\kappa}$, with $\kappa^T=-\kappa$, gives
$$C=e^{\kappa}D(e^{-\kappa})^T=e^{\kappa}De^{\kappa}.$$
CASSCF adds a rotation $\theta$ of $D$ towards the active triplet. Rotating the two active orbitals into each other produces that same triplet and is left out.

Let $C_1,C_2$ be the first- and second-order parts of $C$. The quadratic energy is $\langle C_1|H|C_1\rangle+2\langle C_2|HC_0\rangle$, and normalization requires $\langle C_1|C_1\rangle+2\langle C_2|C_0\rangle=0$. Subtracting $E_0$ times the second relation gives
$$E_2=\langle C_1|H-E_0|C_1\rangle+2\langle C_2|\mathcal R\rangle,\qquad \mathcal R=HC_0-E_0C_0 .$$
Stationarity under singlet orbital rotations gives $\mathcal R_{ai}=0$ for $c_i\ne0$. The CI equations, with inversion symmetry for the off-diagonal element, remove the active block. What remains is $\mathcal R_{ab}=\sum_jc_j(aj|bj)$. The virtual block of $C_2$ comes from $\kappa D\kappa$ and equals $-\sum_ic_i\kappa_{ai}\kappa_{bi}$. The bending term is therefore
$$2\langle C_2|\mathcal R\rangle=-2\sum_{i}c_i\sum_{ab}\kappa_{ai}\kappa_{bi}\sum_jc_j(aj|bj),$$
with no contribution from $\theta$.

For RHF, $C_1=\sum_a\kappa_a(e_{a1}-e_{1a})$, so the direct term is
$$2\sum_{ab}\kappa_a\kappa_b\left[h_{ab}+(h_{11}-E_0)\delta_{ab}+(11|ab)-(1a|1b)\right].$$
Now use $h_{ab}+2(11|ab)-(1a|1b)=\varepsilon_a\delta_{ab}$ and $h_{11}-E_0=-\varepsilon_1$. With the bending term added, $E_2=2\kappa^TP\kappa$, where
$$P_{ab}=(\varepsilon_a-\varepsilon_1)\delta_{ab}-(11|ab)-(1a|1b).$$
The field adds $2\sum_K\lambda_K\,\mathbf f_K\cdot\kappa$ with $f_{K,a}=\phi_1(K)\phi_a(K)$. Minimization gives $X_{\rm RHF}=-\mathbf f_A^TP^{-1}\mathbf f_B$, and $\mu$ becomes the lowest eigenvalue of $P$. The normalized eigenvector defines a combination of virtual orbitals, the soft orbital, which plays the part of $u$.

For CASSCF, collect $\kappa_{ai}$ and $\theta$ in a vector $y$. From $E=E_0+\sum_K\lambda_K\,\mathbf g_K\cdot y+\tfrac12y^TMy$ one finds $y=-M^{-1}\sum_K\lambda_K\mathbf g_K$ and $X=-\mathbf g_A^TM^{-1}\mathbf g_B$. This is finite when $M$ is positive definite. For comparison with RHF, $\mu_{\rm CAS}$ is the smallest value of $E_2/\langle C_1|C_1\rangle$. Nothing in this derivation makes it positive, so it has to be computed.

## HD in numbers

Each atom carries eight $s$ functions and two sets of $p$ functions, 28 functions in all. Full CI in this basis serves as reference. It is exact only within the basis, where the hydrogen density at the nucleus is 4% below its exact value, so the numbers compare the methods with each other and are not converged values of the contact coupling. In a larger basis of 14 $s$, three $p$ and one $d$ set per atom, the couplings at 1.4 bohr rise by about 8% (RHF 52.9, CASSCF 41.6, full CI 39.9 Hz), $R_c$ moves from 2.295 to 2.299 bohr and the residue of the pole from 56.5 to 61.1 Hz bohr, while the relative errors of RHF and CASSCF at 1.4 bohr stay at 33% and 4%. The spin-dipole and orbital parts of $J$, vibration and relativity are absent. The numerical output follows the text.

The RHF curvature vanishes at $R_c=2.295$ bohr (1.215 Å). There the triplet formed from the occupied and soft orbitals lies $0.1482\,E_h$ above RHF, and their exchange integral is also $0.1482\,E_h$: the cancellation $d-K=0$ of the model. CI in these two orbitals lowers the singlet by $0.0330\,E_h$, so its gap is $0.1482+0.0330=0.1812\,E_h$. With all orbitals optimized and responding, the lowest CASSCF curvature is $0.1725-0.0010=0.1715\,E_h$. The bending term survives, and in this lowest curvature it is small. It is not negligible in the coupling, which involves all modes: omitting it changes $J_{\rm CAS}$ from 103.9 to 106.5 Hz at $R_c$ and from 38.5 to 44.1 Hz at 1.4 bohr.

Near the pole $J_{\rm RHF}\simeq(56.54\ \mathrm{Hz\,bohr})/(R_c-R)$. At a distance of 0.01 bohr this gives $\pm5654$ Hz; the full response gives 5646 Hz below and $-5662$ Hz above. Over the same interval $J_{\rm CAS}$ rises smoothly from 102.7 to 105.0 Hz. An unrestricted determinant gains no energy 0.2 bohr below $R_c$ and gains $0.0032\,E_h$ 0.2 bohr above it.

RHF is already inaccurate well below the pole. At 1.4 bohr, $J_{\rm RHF}=0.10544\times466.1=49.1$ Hz, which is 33% above the full-CI value of 37.1 Hz. CASSCF gives 38.5 Hz, 4% above it. Among the tabulated distances the largest CASSCF deviation from full CI is about 10%, near 3 bohr. Finite response is thus not the same as exact response.

The CASSCF curvature is positive at every distance computed, but falls to $3.1\times10^{-5}\,E_h$ at 8 bohr. With $\rho=0.3054\,a_0^{-3}$ in this basis, the long-range law gives
$$J\simeq466.1\times\frac{0.3054^2}{2\times3.1\times10^{-5}}\ \mathrm{Hz}\approx7.0\times10^5\ \mathrm{Hz},$$
in agreement with the CASSCF response. The value belongs to this basis: $\rho^2$ alone is 9% larger with the exact $\rho=1/\pi$, and the gap depends on how well the orbital tails are described. RHF gives $-30$ Hz there, wrong in sign and in size. Second-order theory still applies at this distance: the gap corresponds to about 200 GHz, against a hydrogen contact splitting of 1.4 GHz. As the gap closes further, the two nuclear spins must be treated together with the nearly degenerate singlet and triplet, and a single constant $J$ no longer describes the levels.

## Computed results

```
basis functions in HD: 28
nu_H = 4469.88 MHz a0^3, nu_D = 686.15 MHz a0^3
J per atomic unit of X = 466.136 Hz
H atom contact splitting, exact 1s density = 1422.8 MHz
H atom energy in basis = -0.499961 E_h
H atom density at nucleus: basis 0.30535, exact 0.31831 a0^-3
mu = lowest triplet curvature, gap = full-CI singlet-triplet gap (E_h)
neg = number of negative RHF triplet curvatures; J in Hz; R in bohr
   R   mu_RHF neg    mu_CAS       gap     J_RHF       J_CAS       J_FCI
 1.2   0.3443   0  0.436549  0.449652     30.85       25.41       25.41
 1.4   0.2677   0  0.378196  0.391714     49.15       38.54       37.06
 1.7   0.1632   0  0.297961  0.310721     85.34       55.87       52.31
 2.0   0.0737   0  0.228420  0.239576    183.27       76.15       70.23
 2.2   0.0223   0  0.188571  0.198480    586.41       93.77       85.90
 2.4  -0.0231   1  0.153922  0.162564   -547.36      116.64      106.33
 2.6  -0.0631   1  0.124240  0.131648   -194.39      146.94      133.55
 3.0  -0.1297   1  0.078292  0.083421    -90.44      242.50      220.19
 4.0  -0.2427   1  0.020650  0.021989    -47.12     1005.69      932.21
 5.0  -0.3125   1  0.004551  0.004753    -38.19     4727.68     4513.08
 6.0  -0.3602   1  0.000907  0.000930    -34.72    23906.02    23299.76
 8.0  -0.4207   1  0.000031  0.000031    -30.48   703841.31   698310.77
CASSCF coefficients c1, c2:
  R = 1.4 bohr: 0.99396, -0.10974
  R = 3.0 bohr: 0.94155, -0.33687
  R = 8.0 bohr: 0.71508, -0.69904
X RHF, R=1.4: response 0.105436, field 0.105438 a.u.
X CAS, R=3.0: response 0.520243, field 0.520247 a.u.
CASSCF energy, R=3.0: -1.0481700, pyscf -1.0481700 E_h
RHF pole R_c = 2.2951 bohr = 1.2145 angstrom
d(mu_RHF)/dR at R_c = -0.22751 E_h/bohr
residue: soft mode 56.538, from J 56.538 Hz bohr
J_RHF at R_c -/+ 0.01 bohr: 5645.5, -5662.2 Hz
J_CAS at R_c-0.01, R_c, R_c+0.01: 102.74, 103.87, 105.01 Hz
J_FCI at R_c = 94.91 Hz
E_UHF - E_RHF at R_c - 0.2 bohr = -2.4e-14 E_h
E_UHF - E_RHF at R_c + 0.2 bohr = -0.003196 E_h
At R_c, two orbitals (occupied and soft), in E_h:
  triplet above RHF 0.148184, exchange K 0.148184
  CI lowering 0.033030, CI gap 0.181214
Lowest curvature at R_c = gap part + bending part, in E_h:
  RHF: 0.148184 + (-0.148184) = 0.000000
  CAS: 0.172460 + (-0.000998) = 0.171462
X*gap/(rho^2/2) at R=8: FCI 0.9998, CAS 0.9999
```
